Coherent imaging kernels from the SVD of source-shifted pupils

**The freedom that keeps the form**

In a partially coherent projection system, each source point produces a coherent field at the wafer. Fields from different source points do not interfere, so the intensity is the sum of their squared moduli. Collect the fields at one position in a column u. Then I = u†u, and for any unitary matrix Q

(Qu)†(Qu) = u†Q†Qu = u†u.

The source points are therefore one choice among many: any unitary mixture of their fields gives the same image. The mixing keeps the form of the answer, a sum of squared moduli of coherent fields, and leaves us free to choose the mixture. When many source points give similar fields, a good choice puts most of the light into a few mixtures.

**The direct sum and its cost**

Let the mask be thin and periodic, with period L in x and y:

m(x) = Σ_f M(f) exp(2πi f·x).

Here x is a position in the wafer plane and f a spatial frequency at wafer scale. A source point s illuminates the mask with the plane wave exp(2πi s·x), which moves the component f to f+s. The lens multiplies it by the pupil P(f+s), which vanishes for |f+s| > NA/λ. Light is treated as a scalar. With source weights w_s, Σ_s w_s = 1,

I(x) = Σ_s w_s |Σ_f P(f+s) M(f) exp[2πi(f+s)·x]|².

The factor exp(2πi s·x) is common to all f in one modulus and drops out. Define

A_sf = √w_s P(f+s),
v_f(x) = M(f) exp(2πi f·x).

Then u = Av and I = ‖Av‖². Each row of A is a pupil shifted by one source point.

Let the source reach out to |s| = σ_out NA/λ. Since |f+s| ≥ |f|−|s|, no frequency beyond (1+σ_out)NA/λ can pass. The N_f frequencies inside this disc are the columns of A, and the N_s source points are its rows.

The direct sum needs one Fourier transform per source point for every new mask. That is wasteful, because neighbouring source points shift the pupil only slightly and their rows overlap strongly. For the source grid used below, the inner product of neighbouring rows, scaled to unit length, has modulus about 0.93. Thinning the source reduces the work, but it changes the illumination.

**The large matrix and how to avoid it**

Another route expands the square:

I = Σ_f Σ_f' v_f T(f,f') v*_f',
T(f,f') = Σ_s w_s P(f+s) P*(f'+s).

T is the transmission-cross-coefficient matrix, or TCC. It depends on the optics alone, and its eigenvectors provide coherent kernels. But it has N_f² entries, and its dense diagonalization costs of order N_f³ operations.

The unitary freedom gives the kernels without T. We seek a matrix U that makes the rows of U†A mutually orthogonal. Their inner products form

(U†A)(U†A)† = U†(AA†)U.

AA† is Hermitian with no negative eigenvalue, so a unitary U exists that makes this diagonal. Call the diagonal entries σ_k², in falling order. Row k of U†A then has length σ_k and, where σ_k > 0, can be written σ_kφ_k with φ_k of unit length. Hence

A_sf = Σ_k U_sk σ_k φ_k(f).

This is the singular-value decomposition (SVD) A = UΣV†, with φ_k the k-th row of V†. As U preserves the sum of squares,

I(x) = Σ_k σ_k² |Σ_f φ_k(f) M(f) exp(2πi f·x)|².

To see the link with T, insert the decomposition into T(f,f') = Σ_s A_sf A*_sf':

T(f,f') = Σ_k Σ_l σ_kσ_l φ_k(f) φ_l*(f') Σ_s U_sk U*_sl
= Σ_k σ_k² φ_k(f) φ_k*(f').

The last step uses Σ_s U_sk U*_sl = δ_kl. The φ_k are thus eigenvectors of T with eigenvalues σ_k². The kernels are the rows of V†, not their conjugates. For a real mask and a source symmetric under s → −s, the conjugates would give the same image if the pupil is even, as with pure defocus, but in general not when coma is present.

A kernel's overall phase is arbitrary, and kernels with equal σ_k may be mixed unitarily. At most min(N_s,N_f) weights are nonzero. The decomposition is exact for the sampled source, so it inherits any error made in replacing a continuous source by points.

**Two limits**

For a single source point, A has one row. There is one kernel, the shifted pupil itself, and imaging is coherent.

At the other extreme, let all source points lie more than 2NA/λ apart. This needs σ_out > 1, beyond ordinary lithographic illumination, and serves only as a limiting case. The shifted pupils no longer overlap, so the rows of A are already orthogonal. With equal weights and equally filled pupils, all nonzero σ_k² are equal, and no kernel can be dropped in favour of another. Compression comes from the overlap of the shifted pupils.

**When the TCC really is larger**

A has N_sN_f entries and T has N_f², so T is the larger only when N_f > N_s. Counting lattice points in the disc gives

N_f ≈ π[(1+σ_out) NA L/λ]².

Take λ = 248 nm, NA = 0.70 and a uniform annular source from σ_in = 0.5 to σ_out = 0.8, in units of NA/λ. Sample it on a square grid of step 0.1, offset by half a step, which gives 128 equally weighted points. For L = 3000 nm, NA L/λ = 8.468 and the estimate is N_f ≈ 730; the count is 733. Then

entries of A: 128 × 733 = 93,824,
entries of T: 733² = 537,289.

The ratio is 5.7. At L = 6000 nm it is 23, but at L = 600 nm there are only 29 frequencies and A is the larger matrix. With this source grid the sizes cross near L = 1.26 µm, where the estimate for N_f reaches 128.

For N_f > N_s a dense SVD costs of order N_fN_s², less than N_f³ by (N_f/N_s)² ≈ 33 at L = 3000 nm, apart from constant factors. If N_s > N_f, first factor A = QR, with orthonormal columns in Q and a square R of side N_f. If R = U'ΣV†, then A = (QU')ΣV†, so the small matrix R supplies the same weights and kernels.

The source step cannot be chosen for size alone. Mask points a distance d apart are correlated by J(d) = Σ_s w_s exp(2πi s·d). On a source grid of step 0.1 NA/λ, |J| repeats along x and y after λ/(0.1 NA) = 3543 nm. This false coherence is harmless only where the lens does not bring light from both points appreciably to the same place. If L grows and the source step is refined in proportion to 1/L, the ratio N_f/N_s stops growing. With the source step equal to 1/L, it tends to (1+σ_out)²/(σ_out²−σ_in²) = 3.24/0.39 = 8.3.

**How many kernels are needed**

Keep the first K kernels and call the result I_K. The error is a sum of squares:

I − I_K = Σ_{k>K} σ_k² |Σ_f φ_k(f)v_f|² ≥ 0.

Each remaining weight is at most σ²_{K+1}. As the φ_k are orthonormal, the squared projections of v sum to no more than ‖v‖² = Σ_f|M(f)|² = E. Therefore

0 ≤ I(x) − I_K(x) ≤ σ²_{K+1} E.

For M(f) = φ*_{K+1}(f) and x = 0, the projection on kernel K+1 is one and the others vanish, so the bound is reached. It cannot be improved if only E is known. A passive mask must also satisfy |m| ≤ 1, and its error may stay well below the bound.

The average over a period follows without computing an image. Cross terms between different f average to zero, leaving

mean(I−I_K) = Σ_f |M(f)|² Σ_{k>K} σ_k² |φ_k(f)|².

No other matrix B of rank K approximates T better in spectral norm, the largest stretching of a unit vector. The first K+1 kernels span K+1 dimensions, while B annihilates a space of at least N_f−K dimensions. The two share a unit vector q, for which ‖(T−B)q‖ = ‖Tq‖ ≥ σ²_{K+1}. The truncated SVD attains this value. A thinned source with K points also gives a matrix of rank at most K, so it cannot do better in this norm. For a particular mask, the norm does not rank the image errors.

The number of kernels need not grow with the mask area. At large L a sum over f becomes L² times an integral, so the eigenvalue equation for T tends to

σ_k² φ_k(f) ≈ L² ∫ T(f,f') φ_k(f') d²f'.

The integral operator does not contain L. All σ_k² then grow as L² and their ratios settle. The first 20 kernels hold 94.52% of Σ_kσ_k² at 3000 nm and 94.45% at 6000 nm, with the same source points. At fixed open fraction the bound σ²_{K+1}E grows as L², but the error itself need not. When the mask of the next section is repeated to fill a 6000 nm period, 20 kernels leave a largest error of 0.00074, against 0.00079 at 3000 nm.

**A mask with two holes and a bar**

The mask is opaque, with two clear 200 nm square holes centred at (0, 0) and (450, 0) nm, and a clear bar, 600 nm along x and 200 nm along y, centred at (150, −420) nm. The period is 3000 nm. With ρ = |g|λ/NA and ρ_x = g_xλ/NA, the pupil inside ρ ≤ 1 is

P(g) = exp{2πi[z(√(1/λ²−|g|²) − 1/λ) + c(3ρ²−2)ρ_x]},

with defocus z = 150 nm and coma c = 0.03 waves. Intensities are in units of the clear field, for which M(0) = 1 is the sole component and I = 1.

A dense SVD in double precision gives the leading weights

σ_k² = 98.99, 35.18, 35.08, 10.29, 10.12, 4.36.

Their total over all k is 224.8. This is the mean number of frequencies inside a shifted pupil, close to the area estimate π × 8.468² = 225.3. The first kernel holds 98.99/224.8 = 44% of it. These digits belong to the 128-point source. With 1964 source points the leading weights are 100.35, 34.89, 34.78, 10.16, 10.13, 4.24, the first 20 kernels hold 94.28% instead of 94.52%, and the width changes tabulated below for K = 20 and 36 become −0.31 and −0.15 nm.

The near-equal pairs fit a symmetry. For a circular source and pupil without coma, T is unchanged when f and f' are rotated together, so kernels can be chosen with angular factors exp(±inθ). Reflection makes the two signs equivalent and their weights equal. Coma and the square sampling grids break this symmetry. The grids keep the fourfold rotation, so without coma the first pair is exactly equal, at 35.21, while the second remains split, at 10.19 and 10.02.

The open fraction is (2 × 200² + 600 × 200)/3000² = 0.0222. By Parseval's relation this is the sum of |M|² over all frequencies; the part inside the disc is E = 0.0188. The table gives the largest error on a 64 × 64 grid over the period, the bound σ²_{K+1}E, and the change in printed width of the hole at the origin. Width is measured along y = 0 at the fixed threshold 0.1963, the mean full-model intensity at the two drawn edges. The full width is 200.4 nm.

K | largest error | bound | width change (nm)
5 | 0.0139 | 0.082 | −3.2
10 | 0.0033 | 0.022 | −1.2
20 | 0.00079 | 0.0095 | −0.27
36 | 0.00044 | 0.0035 | −0.11

The intensity peak on the grid is 0.546, and eight kernels suffice to bring the largest grid error below 1% of it. At K = 20 the bound is 12 times the error found. The widths fall because truncation can only remove light: every point above threshold in I_K is also above it in I.

The mean error at K = 20 is 0.00030. If the error were confined to the openings, its mean could not exceed the open fraction times the bound, 0.0222 × 0.0095 = 0.00021. Some of the missing light must therefore lie outside them; summed over the grid, the share outside is 97%.

Thinning the source to a grid of step 0.2 leaves 36 points. Measured against the 128-point model, its largest image error is 0.024, about 55 times that of 36 SVD kernels. The spectral-norm errors in T are 9.0 and 0.18. This ratio measures fidelity to the 128-point model, not to the continuous source. Against a 1964-point source, the thinned grid errs by 0.014 and the same 36 kernels by 0.010, almost all of it inherited from the 128-point sampling; 36 kernels taken from the 1964-point source itself err by 0.00038.

More kernels do not cure the source sampling. Refining the source to 496 points changes the image by up to 0.0092, more than the truncation error at K = 10, though the hole width changes by only +0.10 nm. Halving the step once more, to 1964 points, brings the change from the 128-point width to +0.40 nm, and still finer sampling gives about +0.5 nm, so the last digit of 200.4 nm belongs to this source grid and not to the continuous source. With 20 kernels, a new mask needs 20 transforms instead of 128.

**Why not form the TCC when it fits in memory?**

T contains the squares of the singular values. In arithmetic of relative precision ε, its eigenvalues carry errors of order εσ_1², so a singular value below about √ε σ_1 is lost. The SVD of A has errors of order εσ_1.

Two nearly parallel rows show the difference. Let the first have n entries of unit modulus, and let the second differ by the phase factor exp(iδρ_x), a small linear phase such as a slight source shift gives in a defocused pupil, to leading order. The determinant of their 2 × 2 matrix of inner products is

σ_1²σ_2² = n² − |Σ exp(iδρ_x)|²
≈ δ²[nΣρ_x² − (Σρ_x)²].

The second line keeps terms through δ². Since σ_1² ≈ 2n,

σ_2 ≈ δ √{[nΣρ_x² − (Σρ_x)²]/(2n)}.

For δ = 10⁻⁹ and the frequencies of the example inside the unshifted pupil, this gives 5.204 × 10⁻⁹. The SVD returns the same four digits, while diagonalizing T returns rounding noise near 6 × 10⁻⁷, about a hundred times too large. The kernels kept in the table are far stronger, so there the case for the SVD rests on size and cost.

**The model beside a real exposure**

The wavelength, aperture and annulus are roughly typical of dry KrF lithography, and the hole size is moderate: 200 × 0.70/248 = 0.56 in units of λ/NA. The defocus and coma were chosen to make the pupil visibly complex, not to describe a particular lens. Real exposures break the assumption of a single focal plane, since the resist has thickness. Adding 100 nm of defocus, measured in air, narrows the hole by 17 nm at the same threshold, far more than truncation at K = 20 does.

Other neglected effects were sized one at a time, with rough assumed inputs and the threshold held fixed:

- Narrowing every opening by 2.5 nm per edge, a stand-in for mask thickness, changes the width by −10.6 nm.
- Gaussian acid diffusion of standard deviation 20 nm gives −3.0 nm.
- Flare, modelled by scaling the image by 0.98 and adding a uniform background of 0.02 times the open fraction, gives −2.7 nm.
- Unpolarized vector fields in resist of index 1.7, with the oblique-ray amplitude factor and renormalized to the clear field, give −2.6 nm.

Thin-film interference and rigorous diffraction by the mask are left out. These shifts need not add, so 200.4 nm is a result of the scalar model, not a predicted resist dimension.

The vector case fits the same scheme, as its intensity is again a sum of squared moduli. Two incident polarizations and three field components give six rows per source point, or 768 rows here, more than N_f = 733. But the y field produced by x polarization equals the x field produced by y polarization. The unitary freedom merges these two equal rows into one, multiplied by √2. That leaves 640 rows, and the stacked matrix is again smaller than the TCC.
